\section*{SCAN exchange of the hydrogen atom and the norm fixing a1}

\section*{Question: why does my SCAN exchange energy for hydrogen miss $-0.3125$ hartree?}

I am trying to reproduce the hydrogen-atom norm behind the SCAN meta-GGA. I take the exact density $n(r)=e^{-2r}/\pi$ in atomic units and set $\alpha=0$, because there is a single orbital. I then integrate
\[
n\,\epsilon_x^{\rm unif}(n)\,h_{0x}\bigl[1-e^{-a_1/\sqrt{s}}\bigr],\qquad h_{0x}=1.174,\quad a_1=4.9479 ,
\]
over all space, with $s$ computed from $n$. The target is $-0.3125$ hartree, but my integral settles at $-0.2470$ hartree, and refining the radial grid does not help.

What have I done wrong? I would also like to know whether this one number really determines $a_1$, and whether a correct result would mean that SCAN has the right exchange energy at each point of the atom.

\section*{Answer}

Your integrand treats the atom as spin-unpolarized. The electron gas formula must be evaluated at the density $2n$, in the prefactor and in $s$. The steps below use hartree atomic units, a fixed nucleus and no relativity.

\subsection*{The exact value}

The Coulomb interaction energy of one electron is zero. The Hartree energy $U$ does not know this and charges the electron for repelling itself, so exchange must cancel it: $E_x=-U$. To find $U$ we need the Hartree potential $v_H$. The charge inside radius $r$ is
\[
4\int_0^r x^2e^{-2x}\,dx=1-(1+2r+2r^2)e^{-2r},
\]
and it acts as if it sat at the origin. Each shell outside $r$ contributes its charge divided by its own radius, in total
\[
4\int_r^\infty x e^{-2x}\,dx=(1+2r)e^{-2r}.
\]
Dividing the first by $r$ and adding the second gives
\begin{align*}
v_H(r)&=\frac1r-\Bigl(\frac1r+2+2r\Bigr)e^{-2r}+(1+2r)e^{-2r}\\
&=\frac{1-(1+r)e^{-2r}}{r}.
\end{align*}
With $4\pi r^2n=4r^2e^{-2r}$, the energy is
\begin{align*}
U&=\frac12\int_0^\infty4r^2e^{-2r}v_H\,dr
=2\int_0^\infty\bigl[re^{-2r}-(r+r^2)e^{-4r}\bigr]dr\\
&=2\Bigl[\frac14-\frac1{16}-\frac1{32}\Bigr]=\frac5{16}.
\end{align*}
Hence $E_x=-5/16=-0.3125$ hartree, or $-8.5036$ eV.

\subsection*{Spin scaling}

Exchange acts between electrons of equal spin, so the two spin channels add:
\[
E_x[n_\uparrow,n_\downarrow]=E_x[n_\uparrow,0]+E_x[0,n_\downarrow].
\]
For an unpolarized density $N$, each channel holds $N/2$ and the two terms are equal, so $E_x[N]=2E_x[N/2,0]$. Setting $N=2n$ gives
\[
E_x[n,0]=\tfrac12E_x[2n].
\]
The right side is where the unpolarized formula belongs. The Fermi wavevector and the reduced gradient of $N=2n$ are
\begin{align*}
k_F&=(3\pi^2\,2n)^{1/3}=(6\pi)^{1/3}e^{-2r/3},\\
s&=\frac{|\nabla N|}{2k_FN}=\frac{2}{2k_F}=\frac{e^{2r/3}}{(6\pi)^{1/3}}.
\end{align*}
The second line uses $|\nabla N|/N=2$, which follows from $N\propto e^{-2r}$. At the nucleus $s=0.376$; it grows without limit outward, because the density falls while its logarithmic slope stays fixed.

\subsection*{Why one branch of SCAN suffices}

SCAN exchange for an unpolarized density is
\begin{align*}
E_x[N]&=\int N\,\epsilon_x^{\rm unif}(N)\,F_x\,d^3r,\qquad \epsilon_x^{\rm unif}=-\frac{3k_F}{4\pi},\\
F_x&=\bigl\{h_{1x}(s,\alpha)+f_x(\alpha)[h_{0x}-h_{1x}(s,\alpha)]\bigr\}g_x(s),
\end{align*}
with $g_x=1-e^{-a_1/\sqrt s}$ and $\alpha=(\tau-\tau_W)/\tau_{\rm unif}$. Here $\tau=\frac12\sum_i|\nabla\phi_i|^2$, $\tau_W=|\nabla n|^2/(8n)$, and $\tau_{\rm unif}$ is the value for a uniform gas. Doubling the density doubles both $\tau$ and $\tau_W$, so spin scaling does not disturb their equality when it holds.

It holds for one real orbital: $n=\phi^2$ gives $\nabla n=2\phi\nabla\phi$, and
\[
\tau_W=\frac{4\phi^2|\nabla\phi|^2}{8\phi^2}=\frac12|\nabla\phi|^2=\tau .
\]
So $\alpha=0$, as you assumed. SCAN is built with $f_x(0)=1$; the two $h_{1x}$ terms cancel and $F_x=h_{0x}g_x(s)$.

With several real orbitals of the same spin, the Cauchy--Schwarz inequality gives
\[
|\nabla n|^2=4\Bigl|\sum_i\phi_i\nabla\phi_i\Bigr|^2\le4n\sum_i|\nabla\phi_i|^2=8n\tau,
\]
so $\tau_W\le\tau$, usually with strict inequality. For hydrogen $1s$ and $2s$ orbitals, each holding one electron of the same spin, $\tau/\tau_W=1.017$ at 1 bohr. There $\alpha>0$, and the shortcut no longer applies.

\subsection*{The radial integral}

The factor $\frac12$ from spin scaling cancels the 2 in $N=2n$:
\begin{align*}
E_x&=\frac12\int2n\Bigl(-\frac{3k_F}{4\pi}\Bigr)h_{0x}g_x\,d^3r\\
&=-h_{0x}C\int_0^\infty4r^2e^{-8r/3}g_x\,dr,\qquad C=\frac{3(6\pi)^{1/3}}{4\pi}=0.635348 .
\end{align*}
The exponent $8/3$ is 2 from the density plus $2/3$ from $k_F$.

Setting $h_{0x}=g_x=1$ gives the local spin-density approximation (LSDA). From $\int_0^\infty r^2e^{-br}dr=2/b^3$,
\[
\int_0^\infty4r^2e^{-8r/3}dr=\frac{8}{(8/3)^3}=\frac{27}{64},\qquad
E_x^{\rm LSDA}=-\frac{27}{64}C=-0.268038 .
\]
Its magnitude is 14.2\% below the exact one. Multiplying by $h_{0x}$ gives $-0.314676$ hartree, whose magnitude is 0.70\% too large. The factor $g_x<1$ has to remove this small excess.

To see how much it removes, put $u=e^{-r/3}$. Then $r=-3\ln u$, $dr=-3\,du/u$, and
\[
\frac{a_1}{\sqrt s}=a_1\sqrt{k_F}=au,\qquad a=a_1(6\pi)^{1/6}=8.07181 .
\]
The limits $r=0,\infty$ become $u=1,0$; reversing them absorbs the minus sign in $dr$. The integral becomes
\[
\int_0^\infty4r^2e^{-8r/3}g_x\,dr=108\int_0^1u^7(\ln u)^2\,(1-e^{-au})\,du .
\]
The exponential series converges uniformly on $0\le u\le1$, so it can be integrated term by term. With $t=-\ln u$,
\[
\int_0^1u^{k+7}(\ln u)^2du=\int_0^\infty t^2e^{-(k+8)t}dt=\frac{2}{(k+8)^3}.
\]
Dividing each term $216/(k+8)^3$ by $27/64$ leaves $512/(k+8)^3$, hence
\[
E_x=h_{0x}E_x^{\rm LSDA}[1-Q(a)],\qquad
Q(a)=\sum_{k=0}^{\infty}\frac{(-a)^k}{k!}\Bigl(\frac{8}{k+8}\Bigr)^3 .
\]
For the published parameters $Q=0.0069198$, and
\[
E_x=-0.314676\,(1-0.0069198)=-0.312499\ \text{hartree}=-8.5035\ \text{eV}.
\]
Direct quadrature gives $-0.31249852$ hartree. The libxc implementation of SCAN gives the same eight decimals when it is supplied with the density, its gradient and $\tau$, and forms $\alpha$ itself. The result lies $1.5\times10^{-6}$ hartree above the exact energy, a relative error of about $5\times10^{-6}$.

\subsection*{Where your $-0.2470$ comes from}

Using $n$ instead of $2n$ replaces $6\pi$ by $3\pi$ throughout. The prefactor then falls by $2^{1/3}=1.2599$, so even with $g_x=1$ the energy would be
\[
-\frac{0.314676}{1.2599}=-0.2498\ \text{hartree}.
\]
In addition, $s$ rises by $2^{1/3}$, which lowers $g_x$ and brings the integral to $-0.2470$ hartree. You are $0.0655$ hartree above the target, 21\% of its magnitude. No grid can repair that, since you have converged the wrong integral.

\subsection*{Does the norm determine $a_1$?}

Yes, once $h_{0x}$ is fixed. Differentiating under the integral gives
\[
\frac{dE_x}{da_1}=-h_{0x}C\int_0^\infty4r^2e^{-8r/3}\,\frac{e^{-a_1/\sqrt s}}{\sqrt s}\,dr<0 .
\]
The energy therefore falls steadily as $a_1$ grows, from zero at $a_1=0$ towards $-0.314676$ as $a_1\to\infty$. The exact value lies between these limits, so it is met once. This also shows that $h_{0x}$ matters: if $h_{0x}E_x^{\rm LSDA}$ lay above $-0.3125$, no finite $a_1$ would work.

The root is $a_1=4.9487$, not quite the published $4.9479$. The slope at the published value, $-0.001860$ hartree per unit of $a_1$, explains the size of the gap:
\[
\Delta a_1\simeq\frac{-1.485\times10^{-6}}{-0.001860}=8.0\times10^{-4}.
\]
This is more than rounding $a_1$ to four decimals can produce, which is at most $5\times10^{-5}$. A slightly different $h_{0x}$ could account for it. Since $E_x$ is proportional to $h_{0x}$ at fixed $a_1$, its slope is $-0.3125/1.174=-0.266$ hartree, and raising $h_{0x}$ by only $5.6\times10^{-6}$ would remove the residual. Whether the original fit used such an unrounded value cannot be decided from these numbers. The small slope also means that the norm fixes $a_1$ sharply only if the integral is accurate: an energy error of $10^{-4}$ hartree would move $a_1$ by about $0.05$.

\subsection*{Is the exchange energy right at each point?}

No. One possible choice for the exact exchange energy per electron is $-v_H/2$, because its average over the density is $-U$. Compare it with SCAN's $\epsilon_x=\epsilon_x^{\rm unif}F_x$, both in hartree:
\begin{center}
\begin{tabular}{ccccc}
$r$ (bohr) & $s$ & $g_x$ & SCAN $\epsilon_x$ & $-v_H/2$\\
0.25 & 0.444 & 0.9994 & $-0.6310$ & $-0.4837$\\
0.50 & 0.524 & 0.9989 & $-0.5339$ & $-0.4482$\\
1.00 & 0.732 & 0.9969 & $-0.3818$ & $-0.3647$\\
2.00 & 1.425 & 0.9841 & $-0.1935$ & $-0.2363$\\
4.00 & 5.408 & 0.8809 & $-0.0457$ & $-0.1248$
\end{tabular}
\end{center}
SCAN is too negative at the three inner radii and not negative enough at the two outer ones. Weighted by $4\pi r^2n$, the differences nearly cancel.

The far tails differ in kind. When $au\ll1$, $g_x\simeq au=ae^{-r/3}$, and SCAN's $\epsilon_x$ becomes $-h_{0x}Ca\,e^{-r}$. This limit sets in slowly: at 6 bohr $au=1.09$ and $\epsilon_x$ is 61\% of the limiting form, and at 12 bohr it is 93\%. The exact quantity tends to $-1/(2r)$, since the electron's whole charge then lies inside $r$. An exponential cannot follow $1/r$, but the density there is small: using SCAN's $\epsilon_x$ instead of $-v_H/2$ everywhere beyond 6 bohr changes the total energy by only $3.7\times10^{-5}$ hartree. That is still larger than SCAN's final error of $1.5\times10^{-6}$ hartree, which is so small because differences from all radii cancel.

This comparison depends on the choice $-v_H/2$. Any function that integrates to zero may be added to an exchange energy density without changing $E_x$. The norm constrains the integral alone.

\subsection*{How fine a grid do you need?}

Composite Simpson integration on $0\le r\le20$ bohr gives:
\begin{center}
\begin{tabular}{ccc}
step $h$ (bohr) & $E_x$ (hartree) & error from converged SCAN\\
0.20 & $-0.312878$ & $-3.8\times10^{-4}$\\
0.10 & $-0.312524$ & $-2.6\times10^{-5}$\\
0.05 & $-0.312500$ & $-1.6\times10^{-6}$
\end{tabular}
\end{center}
The error can be predicted. Let $f(r)$ be the full radial integrand, including its minus sign. The Euler--Maclaurin formula gives the trapezoidal error as $h^4f'''(0)/720$ at leading order: $f'(0)=0$ removes the $h^2$ term, and the outer end is negligible. Simpson's rule is $[4T(h)-T(2h)]/3$, where $T$ is the trapezoidal sum, so this coefficient is multiplied by $(4-16)/3=-4$:
\[
S(h)-E_x\simeq-\frac{h^4}{180}f'''(0).
\]
Near the nucleus $g_x$ is almost 1 and almost constant, so
\[
f\simeq-4h_{0x}C\,r^2\Bigl(1-\frac{8r}{3}\Bigr),\qquad
f'''(0)\simeq64\,h_{0x}C=47.7 .
\]
For $h=0.1$ the predicted error is $-2.7\times10^{-5}$ hartree, close to the $-2.6\times10^{-5}$ found. Halving the step from $0.10$ to $0.05$ reduces the error by a factor of 15.7, near the 16 expected from $h^4$.

Do not judge convergence by closeness to $-0.3125$. At $h=0.05$ the Simpson error, $-1.6\times10^{-6}$, happens to cancel SCAN's own residual, $+1.5\times10^{-6}$, with only a slight overshoot. The sum looks better than the functional is. Compare successive grids with each other instead.

\subsection*{What else the norm covers, and what it does not}

The result carries over to the $1s$ ground state of every one-electron ion of nuclear charge $Z$ in this nonrelativistic model. Its density is $n_Z(r)=Z^3n(Zr)$. At corresponding points, $k_F$ grows by $Z$ and $|\nabla n|/n$ also grows by $Z$, so $s$ is unchanged. The orbital is still single, so $\alpha=0$. SCAN exchange therefore scales as $Z$. So does $U$, because all distances shrink by $Z$. The relative error stays at $5\times10^{-6}$. A single orbital with $\alpha=0$ is not enough by itself: for the hydrogen $2s$ density SCAN gives $-0.0795$ hartree, against the exact $-U=-77/1024=-0.0752$ hartree, 5.7\% too negative.

It also covers two electrons of opposite spin in the hydrogen $1s$ orbital. The spin channels add, so SCAN gives $2(-0.3124985)=-0.624997$ hartree. The exact exchange energy of this density is likewise twice $-5/16$, or $-0.625$ hartree. This concerns a prescribed density; it is not the ground state of a two-electron atom.

The norm says nothing about $h_{1x}$ or about $f_x$ away from $\alpha=0$. A solid generally has several occupied orbitals of each spin, and these parts of SCAN then contribute. Success for hydrogen is thus no measure of the error in a semiconductor or an oxide.

Finally, the reference $-5/16$ belongs to the exact hydrogen density. If you let SCAN determine its own orbital, the density may change. The exact exchange energy to compare with is then $-U$ for that new density. Check the functional on the fixed density first; the numerical output below lists the values to more digits.

\section*{Calculated quantities}
\begin{verbatim}
h0x = 1.174 (dimensionless)
published a1 = 4.9479 (dimensionless)
hartree in eV = 27.211386 eV
exact Ex, closed form = -0.3125000 hartree
exact Ex, electrostatic quadrature = -0.3125000 hartree
exact Ex = -8.50356 eV
s at nucleus = 0.37575 (dimensionless)
prefactor 3(6pi)^(1/3)/(4pi) = 0.635348 hartree
LSDA radial integral 27/64 = 0.421875 (dimensionless)
LSDA Ex = -0.2680375 hartree
h0x times LSDA Ex = -0.3146760 hartree
series argument a = 8.07181 (dimensionless)
reduction Q(a) = 0.0069198 (dimensionless)
SCAN Ex, quadrature = -0.31249852 hartree
SCAN Ex, series = -0.31249852 hartree
SCAN Ex, libxc = -0.31249852 hartree
SCAN Ex = -8.50352 eV
SCAN minus exact = 1.485e-06 hartree
a1 meeting norm exactly = 4.948699 (dimensionless)
root a1 minus published a1 = 7.987e-04 (dimensionless)
dEx/da1 = -0.001860 hartree
unpolarized mistake, Ex = -0.2469929 hartree
mistake minus exact = 0.065507 hartree
1s+2s at 1 bohr, tau/tau_W = 1.01671 (dimensionless)
r (bohr), s, gx, SCAN eps_x (hartree), -vH/2 (hartree)
0.25  0.44390  0.999405  -0.631014  -0.483673
0.50  0.52440  0.998922  -0.533884  -0.448181
1.00  0.73186  0.996923  -0.381779  -0.364665
2.00  1.42547  0.984144  -0.193499  -0.236263
4.00  5.40777  0.880890  -0.045654  -0.124790
Simpson step (bohr), Ex (hartree), error (hartree)
0.20  -0.31287781  -3.793e-04
0.10  -0.31252430  -2.578e-05
0.05  -0.31250016  -1.646e-06
Simpson error ratio, 0.10 to 0.05 bohr = 15.666
\end{verbatim}
